# Two-stage tracer oxidation on a growing lattice with lattice and grain-boundary transport: a numerical check

```python
"""Two-stage (16O2, then 18O2) oxidation with two moving oxide faces.

Result under test: a growing-lattice finite-volume algorithm conserves tracer,
and its lattice-only, boundary-only and fast-exchange limits all obey
  k dv/dtheta = D v'' - (D*Phi + kM - k*xi) v',  v(0)=1, v'(1)=0,
with xi = depth/X, theta = ln(X/X1), X = scale thickness, X1 = its value at the
gas switch, Phi = ln of the oxygen activity ratio across the scale,
kO and kM = inward-oxygen and outward-cation growth constants, k = kO + kM.
Dl, Dg = oxygen diffusivities in grains and grain boundaries;
d = grain period, delta = boundary width. Lengths in nm, times in s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.interpolate import BarycentricInterpolator
from scipy.linalg import expm, solve_banded


def bernoulli(x):
    return x / np.expm1(x)


def simulate(par, steps, n_old, n_grain, gas=1.0, start=0.0):
    """Grow the scale from X1 to X2 and follow the tracer fraction u[z, column]."""
    X1, X2, d, delta, Dl, Dg, kM, Phi = par
    half = d / 2
    ratio = 1.4 ** np.arange(n_grain)
    width = np.r_[delta / 2, (half - delta / 2) * ratio / ratio.sum()]
    frac = width / half
    D = np.r_[Dg, np.full(n_grain, Dl)]
    E = frac * D
    ny = len(D)
    kO = Phi * E.sum()
    k = kO + kM
    resist = width / (2 * D)
    side = np.r_[1 / (resist[:-1] + resist[1:]) / half, 0.0]
    side_sum = side + np.r_[0.0, side[:-1]]
    h = np.diff(X1 * (1 - np.cos(np.pi * np.arange(n_old + 1) / n_old)) / 2)
    u = np.zeros((n_old, ny)) + start
    first_inventory = h @ u @ frac
    thickness = X1 + (X2 - X1) * (np.arange(steps + 1) / steps) ** 2
    uptake, elapsed, s_history = 0.0, 0.0, []
    for Xa, Xb in zip(thickness[:-1], thickness[1:]):
        Xm, dX = (Xa + Xb) / 2, Xb - Xa
        dt = Xm * dX / k
        dist = np.r_[h[0] / 2, (h[1:] + h[:-1]) / 2, h[-1] / 2]
        peclet = Phi * dist / Xm
        p, q = bernoulli(-peclet) / dist, bernoulli(peclet) / dist
        nz = len(h)
        N = nz * ny
        ab = np.zeros((2 * ny + 1, N + 1))
        diag = (np.outer(h / dt, frac) + np.outer(p[1:] + q[:-1], E)
                + np.outer(h, side_sum))
        ab[ny, :N] += diag.ravel()
        ab[0, ny:N] -= np.outer(q[1:nz], E).ravel()
        ab[2 * ny, :N - ny] -= np.outer(p[1:nz], E).ravel()
        lateral = np.outer(h, side).ravel()
        ab[ny - 1, 1:] -= lateral
        ab[ny + 1, :N] -= lateral
        # the last unknown is the common composition s at the metal interface
        col = np.arange(ny)
        ab[col, N] -= E * q[nz]
        ab[2 * ny - col, N - ny + col] -= E * p[nz]
        ab[ny, N] += E.sum() * q[nz] + kO / Xm
        rhs = np.zeros(N + 1)
        rhs[:N] = (np.outer(h / dt, frac) * u).ravel()
        rhs[:ny] += E * p[0] * gas
        sol = solve_banded((ny, ny), ab, rhs, overwrite_ab=True,
                           overwrite_b=True, check_finite=False)
        u, s = sol[:N].reshape(nz, ny), sol[N]
        grow_out, grow_in = dX * kM / k, dX * kO / k
        uptake += dt * np.sum(E * (p[0] * gas - q[0] * u[0])) + grow_out * gas
        h = np.r_[grow_out, h, grow_in]
        u = np.vstack([np.full(ny, gas), u, np.full(ny, s)])
        elapsed += dt
        s_history.append(s)
    mean = u @ frac
    parts = [slice(0, steps), slice(steps, steps + n_old),
             slice(steps + n_old, None)]
    return dict(h=h, u=u, frac=frac, mean=mean, uptake=uptake, time=elapsed,
                inventory=h @ mean, first=first_inventory, kO=kO, k=k,
                X=thickness, s=np.array(s_history), depth=np.cumsum(h) - h / 2,
                regions=[h[r] @ mean[r] / h[r].sum() for r in parts])


def similarity(D, kO, kM, Phi, theta_end, n=40, m=160):
    """Chebyshev collocation and matrix exponential for the similarity equation."""
    x = np.cos(np.pi * np.arange(n + 1) / n)
    c = np.r_[2, np.ones(n - 1), 2] * (-1.0) ** np.arange(n + 1)
    diff = x[:, None] - x[None, :]
    d1 = np.outer(c, 1 / c) / (diff + np.eye(n + 1))
    d1 -= np.diag(d1.sum(axis=1))
    d1 *= -2.0
    xi = (1 - x) / 2
    k = kO + kM
    L = (D * d1 @ d1 - (D * Phi + kM - k * xi)[:, None] * d1) / k
    end_row = -d1[n, 1:n] / d1[n, n]
    inner = L[1:n, 1:n] + np.outer(L[1:n, n], end_row)
    prop = expm(inner * theta_end / m)
    y = -np.ones(n - 1)
    last = [0.0]
    for _ in range(m):
        y = prop @ y
        last.append(1 + end_row @ y)
    v = 1 + np.r_[0.0, y, end_row @ y]
    return xi, v, np.linspace(0, theta_end, m + 1), np.array(last)


def profile_error(run, D, kM, Phi):
    X1, X2 = run["X"][0], run["X"][-1]
    xi, v, _, _ = similarity(D, run["kO"], kM, Phi, np.log(X2 / X1))
    exact = BarycentricInterpolator(xi, v)(run["depth"] / X2)
    return np.max(np.abs(run["mean"] - exact))


tiny = 1e-30   # stands for a closed lattice path
X1, X2 = 1500.0, 2100.0

# ---- limit 1: lattice only (boundary no faster than the grain)
lat = (X1, X2, 10.0, 1.0, 1.0, 1.0, 5.0, 30.0)
err_lat = [profile_error(simulate(lat, m, m // 5, 1), 1.0, 5.0, 30.0)
           for m in (300, 600)]
assert err_lat[1] < 0.02 and err_lat[1] < 0.75 * err_lat[0], err_lat

# ---- limit 2: boundary only; s is recorded in the new inner oxide
gb = (X1, X2, 10.0, 1.0, tiny, 10.0, 5.0, 30.0)
err_gb = []
for m in (300, 600):
    run = simulate(gb, m, m // 5, 1)
    xi, v, th, s_ref = similarity(10.0, run["kO"], 5.0, 30.0, np.log(X2 / X1))
    s_at = np.interp(np.log(run["X"][1:] / X1), th, s_ref)
    err_gb.append(np.max(np.abs(run["s"] - s_at)))
assert err_gb[1] < 0.025 and err_gb[1] < 0.75 * err_gb[0], err_gb
f_gb = 0.1
new_inner = run["kO"] / run["k"] * trapezoid(s_ref * X1 * np.exp(th), th)
new_outer = 5.0 / run["k"] * (X2 - X1)
in_boundary = X2 * quad(BarycentricInterpolator(xi, v), 0, 1)[0]
uptake_ref = (1 - f_gb) * (new_outer + new_inner) + f_gb * in_boundary
err_uptake = abs(run["uptake"] / uptake_ref - 1)
assert err_uptake < 0.01, err_uptake

# ---- limit 3: fast lateral exchange gives the area-weighted diffusivity
mix = (X1, X2, 10.0, 1.0, 1.0, 10.0, 5.0, 30.0)
err_mix = profile_error(simulate(mix, 400, 80, 4), 0.9 * 1.0 + 0.1 * 10.0,
                        5.0, 30.0)
assert err_mix < 0.03, err_mix

# ---- the two isotopes are complementary and no oxygen is lost
r18 = simulate(mix, 60, 30, 4)
r16 = simulate(mix, 60, 30, 4, gas=0.0, start=1.0)
err_sum = np.max(np.abs(r18["u"] + r16["u"] - 1))
assert err_sum < 1e-9, err_sum

# ---- return probability of an atom released inside a boundary
pulse = np.zeros((100, 2))
pulse[30, 0] = 1.0
esc = simulate((1000.0, 1020.0, 1000.0, 1.0, tiny, 500.0, 0.15, 3.0),
               300, 100, 1, gas=0.0, start=pulse)
edge = 0.5 * (1 - np.cos(np.pi * np.array([30, 31]) / 100))
esc_num, esc_ref = -esc["uptake"] / esc["first"], np.exp(-3.0 * edge.mean())
assert abs(esc_num - esc_ref) < 0.015, (esc_num, esc_ref)

# ---- worked example: rough regime of alumina scales near 1200 C
T = 1473.0
p_gas, p_metal = 150.0, 1e-24          # Torr
Phi = 0.5 * np.log(p_gas / p_metal)
d, delta, Dg, Dl, DM_gb = 500.0, 1.0, 500.0, 1e-3, 60.0
f = delta / d
kM = 1.5 * f * DM_gb * Phi             # factor y/x = 3/2 for M2O3


def example(lattice_D, steps=120, n_old=60, n_grain=14):
    return simulate((X1, X2, d, delta, lattice_D, Dg, kM, Phi),
                    steps, n_old, n_grain)


base = example(Dl, 220, 100)
coarse = example(Dl)
change = max(abs(a - b) for a, b in zip(base["regions"], coarse["regions"]))
assert change < 0.01, change
balance = abs(base["inventory"] - base["uptake"])
assert balance < 1e-7 * base["inventory"], balance
ode = solve_ivp(lambda t, X: base["k"] / X, (0, base["time"]), [X1],
                rtol=1e-9, atol=1e-9)
assert abs(ode.y[0, -1] - X2) < 1e-4
frac = base["frac"]
mid_row = base["u"][220 + 50]
leak_num = mid_row[1:] @ frac[1:] / frac[1:].sum()
leak_ref = 2 * np.sqrt(Dl * base["time"] / np.pi) / (d / 2 - delta / 2)
assert abs(leak_num / leak_ref - 1) < 0.08, (leak_num, leak_ref)
returned = base["inventory"] - (X2 - X1)
old_gain = base["regions"][1] * X1
assert 0 < returned < 0.3 * old_gain, (returned, old_gain)

# ---- sizes of neglected effects
mass_effect = 1 - np.sqrt(15.995 / 17.999)
interface_drop = d / (8 * X1)
kO = base["kO"]
kO_coarse = Phi * (delta / (1.2 * d) * Dg + (1 - delta / (1.2 * d)) * Dl)
kT_eV = const.k * T / const.e
temp_effect = np.expm1(4.0 / kT_eV * 10.0 / T)
site_density = 3 * 3.99e6 / 101.96 * const.N_A       # oxygen ions per m^3
mouth_flux = site_density * Dg * Phi / X1 * 1e-9
pressure = p_gas * const.torr
gas_flux = 2 * pressure / np.sqrt(2 * np.pi * 36 * const.atomic_mass * const.k * T)
power = 1 / 6                                        # D_O ~ p(O2)^(-1/6)
span = np.exp(2 * power * Phi)
k_metal = kO * 2 * power * Phi / (1 - 1 / span)
k_gasface = k_metal / span
average = quad(lambda a: k_metal * np.exp(-2 * power * a), 0, Phi)[0] / Phi
assert abs(average / kO - 1) < 1e-8

print(f"Temperature {T:.0f} K; O2 pressure gas {p_gas:.0f}, metal {p_metal:.0e} Torr")
print(f"Drive Phi = {Phi:.2f} (dimensionless)")
print(f"Grain period {d:.0f} nm, boundary width {delta:.0f} nm, f = {f:.4f}")
print(f"Oxygen D: boundary {Dg:.0f}, lattice {Dl:.0e} nm^2/s")
print(f"Cation boundary D = {DM_gb:.0f} nm^2/s")
print(f"kO = {kO:.2f}, kM = {kM:.2f}, k = {base['k']:.2f} nm^2/s")
print(f"k = {base['k'] * 1e-18:.3e} m^2/s")
print(f"Scale: X1 = {X1:.0f} nm, X2 = {X2:.0f} nm")
print(f"Stage 1 time {X1**2 / (2 * base['k']) / 3600:.2f} h, "
      f"stage 2 time {base['time'] / 3600:.2f} h")
print(f"New oxide: outer {(X2 - X1) * kM / base['k']:.1f} nm, "
      f"inner {(X2 - X1) * kO / base['k']:.1f} nm")
print(f"Boundary drift time across X1: {X1**2 / (Dg * Phi):.0f} s")
print(f"Lattice length sqrt(Dl*t2) = {np.sqrt(Dl * base['time']):.2f} nm")
print("Mean 18O fraction outer/old/inner: "
      + " / ".join(f"{r:.4f}" for r in base["regions"]))
print(f"18O inventory {base['inventory']:.2f} nm, gas uptake {base['uptake']:.2f} nm")
print(f"Conservation error {balance:.1e} nm")
print(f"18O gained by old scale {old_gain:.2f} nm; 16O returned to gas {returned:.2f} nm")
print(f"Mid-scale grain fraction {leak_num:.4f}, leakage law {leak_ref:.4f}")
print(f"Change of region means on refinement {change:.1e}")
print("Depth (nm) and laterally averaged 18O fraction:")
for z in (50, 150, 400, 800, 1200, 1500, 1700, 1900, 2050):
    print(f"  {z:5d}  {np.interp(z, base['depth'], base['mean']):.4f}")
print("Sweep: Dl nm^2/s | lattice share of O flux | t2 h | old | inner | 16O returned nm")
for D_try in (tiny, 1e-3, 1e-2, 1e-1, 1.0):
    r = coarse if D_try == Dl else example(D_try)
    share = (1 - f) * D_try * Phi / r["kO"]
    label = 0.0 if D_try == tiny else D_try
    print(f"  {label:5.3f} | {share:.4f} | {r['time'] / 3600:.2f} | "
          f"{r['regions'][1]:.4f} | {r['regions'][2]:.4f} | "
          f"{r['inventory'] - (X2 - X1):.2f}")
print(f"Lattice-only profile error, two grids: {err_lat[0]:.4f}, {err_lat[1]:.4f}")
print(f"Boundary-only s error, two grids: {err_gb[0]:.4f}, {err_gb[1]:.4f}")
print(f"Boundary-only uptake, relative error {err_uptake:.1e}")
print(f"Fast-exchange profile error {err_mix:.4f}")
print(f"Isotope sum error {err_sum:.1e}")
print(f"Return probability (Phi=3, xi={edge.mean():.3f}): "
      f"run {esc_num:.4f}, law {esc_ref:.4f}")
print(f"Neglected: isotope mass effect on D, at most {100 * mass_effect:.1f} %")
print(f"Neglected: interface potential drop / Phi = {100 * interface_drop:.1f} % "
      "(interface as fast as boundary)")
print(f"Neglected: 20 % larger grains change kO by {100 * (kO_coarse / kO - 1):.1f} %")
print(f"Neglected: 10 K error at 4 eV changes D by {100 * temp_effect:.0f} %")
print(f"Needed O2 reaction probability at boundary mouth {mouth_flux / gas_flux:.1e}")
print(f"If boundary D_O ~ p^(-1/6): D_O ratio metal/gas face {span:.1e}")
print(f"  oxygen share of growth flux: metal face {k_metal / (k_metal + kM):.3f}, "
      f"gas face {k_gasface / (k_gasface + kM):.4f}")
print("tests ok")
```

It prints:

```
Temperature 1473 K; O2 pressure gas 150, metal 1e-24 Torr
Drive Phi = 30.14 (dimensionless)
Grain period 500 nm, boundary width 1 nm, f = 0.0020
Oxygen D: boundary 500, lattice 1e-03 nm^2/s
Cation boundary D = 60 nm^2/s
kO = 30.17, kM = 5.42, k = 35.59 nm^2/s
k = 3.559e-17 m^2/s
Scale: X1 = 1500 nm, X2 = 2100 nm
Stage 1 time 8.78 h, stage 2 time 8.43 h
New oxide: outer 91.4 nm, inner 508.6 nm
Boundary drift time across X1: 149 s
Lattice length sqrt(Dl*t2) = 5.51 nm
Mean 18O fraction outer/old/inner: 0.9712 / 0.0287 / 0.9229
18O inventory 601.20 nm, gas uptake 601.20 nm
Conservation error 2.9e-10 nm
18O gained by old scale 43.04 nm; 16O returned to gas 1.20 nm
Mid-scale grain fraction 0.0238, leakage law 0.0249
Change of region means on refinement 1.9e-04
Depth (nm) and laterally averaged 18O fraction:
     50  1.0000
    150  0.0264
    400  0.0262
    800  0.0258
   1200  0.0253
   1500  0.0251
   1700  0.9242
   1900  0.9503
   2050  0.9563
Sweep: Dl nm^2/s | lattice share of O flux | t2 h | old | inner | 16O returned nm
  0.000 | 0.0000 | 8.44 | 0.0020 | 0.9943 | 0.10
  0.001 | 0.0010 | 8.43 | 0.0286 | 0.9230 | 1.15
  0.010 | 0.0099 | 8.37 | 0.0822 | 0.7794 | 5.29
  0.100 | 0.0907 | 7.78 | 0.2156 | 0.4269 | 23.93
  1.000 | 0.4995 | 4.57 | 0.3838 | 0.0389 | 46.54
Lattice-only profile error, two grids: 0.0066, 0.0024
Boundary-only s error, two grids: 0.0184, 0.0087
Boundary-only uptake, relative error 7.0e-06
Fast-exchange profile error 0.0046
Isotope sum error 1.9e-12
Return probability (Phi=3, xi=0.213): run 0.5287, law 0.5286
Neglected: isotope mass effect on D, at most 5.7 %
Neglected: interface potential drop / Phi = 4.2 % (interface as fast as boundary)
Neglected: 20 % larger grains change kO by -16.7 %
Neglected: 10 K error at 4 eV changes D by 24 %
Needed O2 reaction probability at boundary mouth 1.6e-06
If boundary D_O ~ p^(-1/6): D_O ratio metal/gas face 2.3e+04
  oxygen share of growth flux: metal face 0.982, gas face 0.0024
tests ok
```
